**Stoner–Wohlfarth astroid and hysteresis of a random assembly**

The program tests the statement that a uniaxial particle has two energy minima when $|h_\parallel|^{2/3}+|h_\perp|^{2/3}<1$, and that isotropic easy axes give remanence 1/2 and coercivity 0.48 in units of the anisotropy field. Here $h=B/B_K$ with $B_K=2KV/m$, where $K$ is the anisotropy density, $V$ the volume and $m$ the moment; the subscripts mean along and across the easy axis. It counts minima on an angular grid on both sides of the astroid, and asserts that relaxed moments stay at 0.99 and reverse at 1.01 of the predicted switching field. It also compares curvatures and the field response with finite differences. For the assembly, three-dimensional moments are relaxed through a field sweep, and their magnetization is asserted to agree with the derived one-dimensional integral within $10^{-5}$. The output shows a remanence of 0.500000 and a zero of the magnetization at $h=0.4822$. The program further asserts that no sampled moment has jumped at $h=0.485$ and that some have at $h=0.52$. The last lines evaluate a model sphere of radius 50 Å, with an anisotropy field of 0.46 T and a coercive field of 0.22 T.

## Numerical verification

```python
"""Stoner-Wohlfarth particle: astroid, and hysteresis of a random assembly.

Reduced energy: e = (1 - (m.n)^2)/2 - h.m, with m the unit moment, n the
easy axis and h = B/B_K, where B_K = 2 K V / moment.
Results under test:
  two minima exist iff |h_par|^(2/3) + |h_perp|^(2/3) < 1;
  isotropic easy axes give remanence 1/2 and coercivity 0.48 B_K.
psi: angle between easy axis and the saturating direction z.
alpha: angle between moment and z. theta: angle between moment and axis.
Fields in the example are quoted as (Bohr magneton) * B in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

rng = np.random.default_rng(7)


def switching_field(psi):
    c, s = abs(np.cos(psi)), abs(np.sin(psi))
    return (c ** (2 / 3) + s ** (2 / 3)) ** -1.5


def relax(m, n, h, steps=1500):
    """Overdamped descent of 3D unit moments; field h along z."""
    m = m.copy()
    for _ in range(steps):
        effective = np.einsum("ij,ij->i", m, n)[:, None] * n
        effective[:, 2] += h
        m = 3.0 * m + effective
        m /= np.sqrt(np.einsum("ij,ij->i", m, m))[:, None]
    return m


def energy(m, n, h):
    return 0.5 * (1 - np.dot(m, n) ** 2) - h * m[2]


def axis_at(psi):
    psi = np.atleast_1d(psi)
    return np.stack([np.sin(psi), 0 * psi, np.cos(psi)], axis=1)


# --- Astroid: count minima of the energy on a fine angular grid ---
grid = np.linspace(0, 2 * np.pi, 20000, endpoint=False)
for phi in rng.uniform(np.radians(3), np.radians(177), 40):
    for scale, expected in ((0.5, 2), (0.97, 2), (1.03, 1), (1.5, 1)):
        size = scale * switching_field(phi)
        e = 0.5 * np.sin(grid) ** 2 - size * np.cos(grid - phi)
        count = np.sum((e < np.roll(e, 1)) & (e < np.roll(e, -1)))
        assert count == expected, (phi, scale, count)

# --- Switching: relaxed moments just below and above the threshold ---
psi_test = np.radians([5, 20, 30, 45, 60, 75, 85])
axes = axis_at(psi_test)
threshold = switching_field(psi_test)
below = relax(axes, axes, -0.99 * threshold, 3000)
above = relax(axes, axes, -1.01 * threshold, 3000)
assert np.all(np.sum(below * axes, axis=1) > 0)
assert np.all(np.sum(above * axes, axis=1) < 0)


def strongest_holding_field(psi):
    """Maximum over tilt of the reversed field that balances the torque."""
    def negative_field(tilt):
        return -0.5 * np.sin(2 * tilt) / np.sin(psi + tilt)
    best = minimize_scalar(negative_field, bounds=(0, np.pi / 2),
                           method="bounded", options={"xatol": 1e-10})
    return -best.fun, best.x


for psi in psi_test:
    field, tilt = strongest_holding_field(psi)
    assert abs(field - switching_field(psi)) < 1e-9
    assert abs(np.tan(tilt) ** 3 - np.tan(psi)) < 1e-4 * (1 + np.tan(psi))
scan = np.radians(np.arange(1, 90))
held = np.array([strongest_holding_field(p)[0] for p in scan])
assert abs(np.degrees(scan[held.argmin()]) - 45) < 1e-9
assert abs(held.min() - 0.5) < 1e-9

# --- Curvatures and field response at a metastable state ---
axis = axis_at(np.radians(30.0))
state = relax(axis, axis, -0.3)[0]
in_plane = np.cross([0.0, 1.0, 0.0], state)
d = 1e-3


def curvature(direction):
    plus = np.cos(d) * state + np.sin(d) * direction
    minus = np.cos(d) * state - np.sin(d) * direction
    return (energy(plus, axis[0], -0.3) + energy(minus, axis[0], -0.3)
            - 2 * energy(state, axis[0], -0.3)) / d ** 2


curv_in = curvature(in_plane)
curv_out = curvature(np.array([0.0, 1.0, 0.0]))
sin2_theta = 1 - np.dot(state, axis[0]) ** 2
assert abs(curv_out - curv_in - sin2_theta) < 1e-5
response = (relax(axis, axis, -0.3 + d)[0, 2]
            - relax(axis, axis, -0.3 - d)[0, 2]) / (2 * d)
assert abs(response - (1 - state[2] ** 2) / curv_in) < 1e-4

# --- Random assembly: full 3D relaxation through the field sweep ---
nodes, weights = np.polynomial.legendre.leggauss(60)
cos_psi, weights = 0.5 * (nodes + 1), 0.5 * weights
azimuth = rng.uniform(0, 2 * np.pi, cos_psi.size)
sin_psi = np.sqrt(1 - cos_psi ** 2)
n_all = np.stack([sin_psi * np.cos(azimuth), sin_psi * np.sin(azimuth),
                  cos_psi], axis=1)
moments = np.array([0, 0, 1.0]) + 0.05 * rng.normal(size=n_all.shape)
moments /= np.linalg.norm(moments, axis=1)[:, None]
for h in (3.0, 2.0, 1.5, 1.2, 1.0, 0.8, 0.5, 0.2, 0.0):
    moments = relax(moments, n_all, h)
remanence = weights @ moments[:, 2]
assert abs(remanence - 0.5) < 1e-6


def assembly_integrand(alpha, h):
    tilt = 0.5 * np.arcsin(2 * h * np.sin(alpha))
    return np.sin(alpha) * np.cos(alpha - tilt)


def assembly_magnetization(h):
    """Derived integral for reversed field -h, valid for h < 1/2."""
    top = np.pi / 2 + np.arcsin(h)
    return 1 - quad(assembly_integrand, 0, top, args=(h,),
                    epsabs=1e-11, epsrel=1e-11, limit=200)[0]


sweep = np.array([0.2, 0.4, 0.47, 0.475, 0.48, 0.485])
relaxed = []
for h in sweep:
    moments = relax(moments, n_all, -h)
    relaxed.append(weights @ moments[:, 2])
relaxed = np.array(relaxed)
derived = np.array([assembly_magnetization(h) for h in sweep])
assert np.max(np.abs(relaxed - derived)) < 1e-5
assert np.all(np.diff(relaxed) < 0)
# No moment has jumped yet, and every moment lies in its axis-field plane.
assert np.all(np.sum(moments * n_all, axis=1) > 0)
normal = np.cross(n_all, [0.0, 0.0, 1.0])
normal /= np.linalg.norm(normal, axis=1)[:, None]
assert np.max(np.abs(np.sum(moments * normal, axis=1))) < 1e-6
later = relax(moments, n_all, -0.52)
assert np.any(np.sum(later * n_all, axis=1) < 0)

h_c = brentq(assembly_magnetization, 0.4, 0.499, xtol=1e-12)
h_c_relaxed = np.interp(0.0, relaxed[::-1], sweep[::-1])
# The relaxed value carries the error of linear interpolation.
assert abs(h_c - h_c_relaxed) < 2e-4
assert 0.475 < h_c < 0.485

# --- Simpson table that can be checked by hand ---
simpson_weights = np.array([1] + [4, 2] * 5 + [4, 1])
tables, simpson_values = [], []
for h in (0.475, 0.485):
    alpha = np.linspace(0, np.pi / 2 + np.arcsin(h), 13)
    values = assembly_integrand(alpha, h)
    value = 1 - (alpha[1] / 3) * (simpson_weights @ values)
    assert abs(value - assembly_magnetization(h)) < 1e-3
    tables.append((np.degrees(alpha), values))
    simpson_values.append(value)
assert simpson_values[0] > 0 > simpson_values[1]

# --- Worked example with round model parameters ---
radius = 50.0            # angstrom
K = 2.0e-6               # eV per cubic angstrom
moment_density = 0.15    # Bohr magnetons per cubic angstrom
volume = 4 * np.pi * radius ** 3 / 3
barrier = K * volume
field_K = 2 * K / moment_density
mu_B = const.physical_constants["Bohr magneton in eV/T"][0]
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10
au_field = const.physical_constants["atomic unit of mag. flux density"][0]
thermal = const.k * 300 / const.e
# Same anisotropy field through atomic units, Bohr magneton = 1/2.
K_au = K * bohr ** 3 / hartree
moment_au = 0.5 * moment_density * bohr ** 3
tesla_from_au = 2 * K_au / moment_au * au_field
assert abs(tesla_from_au / (field_K / mu_B) - 1) < 1e-7

print("Switching: psi (deg), h_sw, critical theta (deg)")
for deg in (0, 15, 30, 45, 60, 75, 90):
    p = np.radians(deg)
    crit = np.degrees(np.arctan2(np.sin(p) ** (1 / 3),
                                 abs(np.cos(p)) ** (1 / 3)))
    if deg == 90:
        crit = 90.0      # limiting value; cos(90 deg) is not exactly 0
    print(f"  {deg:3d}  {switching_field(p):.4f}  {crit:.2f}")
print(f"Remanence / saturation, relaxed moments: {remanence:.6f}")
print("Assembly: reversed h, M/Ms relaxed, M/Ms integral")
for h, a, b in zip(sweep, relaxed, derived):
    print(f"  {h:.3f}  {a:+.5f}  {b:+.5f}")
print("Simpson: alpha (deg), f at h=0.475; alpha (deg), f at h=0.485")
for j in range(13):
    print(f"  {tables[0][0][j]:8.3f} {tables[0][1][j]:+.5f}"
          f"  {tables[1][0][j]:8.3f} {tables[1][1][j]:+.5f}")
print(f"Simpson M/Ms at h=0.475: {simpson_values[0]:+.5f}")
print(f"Simpson M/Ms at h=0.485: {simpson_values[1]:+.5f}")
print(f"Coercivity h_c, root of integral: {h_c:.5f}")
print(f"Coercivity h_c, relaxed moments: {h_c_relaxed:.4f}")
print(f"Radius: {radius:.0f} angstrom")
print(f"Volume: {volume:.4e} angstrom^3")
print(f"Anisotropy density K: {K:.1e} eV/angstrom^3")
print(f"Moment density: {moment_density:.2f} mu_B/angstrom^3")
print(f"Particle moment: {moment_density * volume:.4e} mu_B")
print(f"Zero-field barrier KV: {barrier:.4f} eV")
print(f"Thermal energy at 300 K: {thermal:.5f} eV")
print(f"Anisotropy field mu_B*B_K: {field_K:.4e} eV")
print(f"Anisotropy field B_K: {field_K / mu_B:.4f} T")
field_30 = switching_field(np.radians(30)) * field_K
print(f"Switching field mu_B*B at psi=30 deg: {field_30:.4e} eV")
print(f"Remanent density: {remanence * moment_density:.4f} mu_B/angstrom^3")
print(f"Coercive field mu_B*B_c: {h_c * field_K:.4e} eV")
print(f"Coercive field B_c: {h_c * field_K / mu_B:.4f} T")
print("done: every assertion held")
```

It prints:

```
Switching: psi (deg), h_sw, critical theta (deg)
    0  1.0000  0.00
   15  0.6147  32.81
   30  0.5240  39.78
   45  0.5000  45.00
   60  0.5240  50.22
   75  0.6147  57.19
   90  1.0000  90.00
Remanence / saturation, relaxed moments: 0.500000
Assembly: reversed h, M/Ms relaxed, M/Ms integral
  0.200  +0.34885  +0.34885
  0.400  +0.13798  +0.13798
  0.470  +0.02609  +0.02609
  0.475  +0.01585  +0.01585
  0.480  +0.00502  +0.00502
  0.485  -0.00658  -0.00658
Simpson: alpha (deg), f at h=0.475; alpha (deg), f at h=0.485
     0.000 +0.00000     0.000 +0.00000
     9.863 +0.17060     9.918 +0.17155
    19.727 +0.33201    19.835 +0.33393
    29.590 +0.47559    29.753 +0.47852
    39.453 +0.59369    39.671 +0.59779
    49.316 +0.67999    49.589 +0.68560
    59.180 +0.72952    59.506 +0.73741
    69.043 +0.73805    69.424 +0.74964
    78.906 +0.69978    79.342 +0.71716
    88.770 +0.60325    89.259 +0.62514
    98.633 +0.43850    99.177 +0.45506
   108.496 +0.22371   109.095 +0.23060
   118.359 +0.00000   119.012 +0.00000
Simpson M/Ms at h=0.475: +0.01580
Simpson M/Ms at h=0.485: -0.00667
Coercivity h_c, root of integral: 0.48221
Coercivity h_c, relaxed moments: 0.4822
Radius: 50 angstrom
Volume: 5.2360e+05 angstrom^3
Anisotropy density K: 2.0e-06 eV/angstrom^3
Moment density: 0.15 mu_B/angstrom^3
Particle moment: 7.8540e+04 mu_B
Zero-field barrier KV: 1.0472 eV
Thermal energy at 300 K: 0.02585 eV
Anisotropy field mu_B*B_K: 2.6667e-05 eV
Anisotropy field B_K: 0.4607 T
Switching field mu_B*B at psi=30 deg: 1.3974e-05 eV
Remanent density: 0.0750 mu_B/angstrom^3
Coercive field mu_B*B_c: 1.2859e-05 eV
Coercive field B_c: 0.2222 T
done: every assertion held
```
